# Tetragonal Jahn-Teller minima of an orbital triplet at a vacancy: test program

```python
# Result under test: an orbital triplet x, y, z coupled linearly to an e mode
# Q = (Q_theta, Q_eps) has three tetragonal minima Q_i = -(V/K) e_i, each with
# stabilization energy E_JT = V^2/(2K).
# V: slope of the z-orbital energy along Q_theta; K: force constant; M: mass;
# e_i: unit vectors at 120 degrees. The triplet is built from four dangling bonds
# around a vacancy, with hopping -t*exp(-beta*(d-d0)) at neighbour distance d.
# Hartree atomic units throughout.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.constants import physical_constants

hartree_mev = 1000 * physical_constants["Hartree energy in eV"][0]
bohr_angstrom = 1e10 * physical_constants["Bohr radius"][0]

t, beta, d0, K, M = 0.03, 0.5, 7.0, 0.05, 50000.0
omega = np.sqrt(K / M)

corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
sites = corners * d0 / (2 * np.sqrt(2))
mode_theta = corners * np.array([-1, -1, 2]) / np.sqrt(24)
mode_eps = corners * np.array([1, -1, 0]) / np.sqrt(8)
mode_t2 = corners[:, [1, 0, 2]] * np.array([1, 1, 0]) / np.sqrt(8)
triplet = corners / 2          # columns: orbitals x, y, z over the four bonds
unit = np.array([[-0.5, np.sqrt(3) / 2], [-0.5, -np.sqrt(3) / 2], [1.0, 0.0]])


def distances(shift):
    r = sites + shift
    return np.linalg.norm(r[:, None, :] - r[None, :, :], axis=2)


def bond_hamiltonian(shift, hop):
    h = -hop * np.exp(-beta * (distances(shift) - d0))
    np.fill_diagonal(h, 0.0)
    return h


def coupling_matrix(mode, step=1e-3):
    diff = bond_hamiltonian(step * mode, t) - bond_hamiltonian(-step * mode, t)
    return triplet.T @ diff @ triplet / (2 * step)


def search(function, start):
    return minimize(function, start, method="Nelder-Mead",
                    options=dict(xatol=1e-8, fatol=1e-15, maxiter=4000))


# Derived formulas
V = -2 * t * beta / np.sqrt(3)
E_JT = V**2 / (2 * K)
Q0 = abs(V) / K
predicted_minima = -(V / K) * unit

# Levels of the undistorted vacancy: singlet at -3t, triplet at +t
levels = np.linalg.eigvalsh(bond_hamiltonian(0 * sites, t))
assert np.allclose(levels, [-3 * t, t, t, t], atol=1e-12)

# Coupling matrices from finite differences against the symmetry result
C = [coupling_matrix(mode_theta), coupling_matrix(mode_eps)]
for m in range(2):
    assert np.allclose(C[m], V * np.diag(unit[:, m]), atol=1e-8)
mixing_t2 = coupling_matrix(mode_t2)[0, 1]
assert abs(mixing_t2) > 0.1 * abs(V)   # a t2 mode does mix the orbitals

# First-order change of the pair distances
h = 1e-4
pairs = {0: (0, 1), 1: (0, 2), 2: (0, 3)}   # pair sharing coordinate x, y, z
for k, (a, b) in pairs.items():
    for m, mode in enumerate([mode_theta, mode_eps]):
        slope = (distances(h * mode) - distances(-h * mode))[a, b] / (2 * h)
        assert abs(slope + unit[k, m] / np.sqrt(3)) < 1e-7


def orbital_levels(q):
    return np.linalg.eigvalsh(q[0] * C[0] + q[1] * C[1])


def spring(q):
    return 0.5 * K * (q[0]**2 + q[1]**2)


# Numerical search for the minima of the lowest surface
visited = set()
for angle in np.radians(10 + 30 * np.arange(12)):
    found = search(lambda q: orbital_levels(q)[0] + spring(q),
                   [0.5 * np.cos(angle), 0.5 * np.sin(angle)])
    gaps = np.linalg.norm(predicted_minima - found.x, axis=1)
    assert gaps.min() < 1e-5 and abs(found.fun + E_JT) < 1e-8
    visited.add(int(gaps.argmin()))
    split = orbital_levels(found.x)
    assert np.allclose(split[1:] - split[0], 3 * E_JT, atol=1e-6)
assert visited == {0, 1, 2}

# Scan of the whole surface: global minimum and barrier between wells
phi = np.radians(np.arange(360))
rho = np.arange(0, 0.8, 0.002)
rays = (np.cos(phi)[:, None, None] * C[0] + np.sin(phi)[:, None, None] * C[1])
surface = np.linalg.eigvalsh(rho[None, :, None, None] * rays[:, None])[..., 0]
surface = surface + 0.5 * K * rho**2
valley = surface.min(axis=1)          # lowest energy in each direction
assert abs(valley.min() + E_JT) < 1e-7        # radial grid error 2.5e-8
assert abs(valley.max() + E_JT / 4) < 1e-7
barrier = valley.max() - valley.min()

# Relaxed energy of arbitrary superpositions
rng = np.random.default_rng(4)
for trial in range(4):
    c = rng.normal(size=3) + 1j * rng.normal(size=3)
    c /= np.linalg.norm(c)
    force = [np.real(c.conj() @ C[m] @ c) for m in range(2)]
    relaxed = search(lambda q: spring(q) + q @ np.array(force), [0.1, 0.1]).fun
    p = abs(c)**2
    mixed = p[0] * p[1] + p[1] * p[2] + p[2] * p[0]
    assert abs(relaxed + E_JT * (1 - 3 * mixed)) < 1e-8

# Two independent electrons: paired in one orbital, or in two orbitals
paired = search(lambda q: 2 * orbital_levels(q)[0] + spring(q), [0.5, 0.05]).fun
spread = search(lambda q: orbital_levels(q)[:2].sum() + spring(q),
                [-0.3, 0.02]).fun
assert abs(paired + 4 * E_JT) < 1e-8 and abs(spread + E_JT) < 1e-8

# Vibronic Hamiltonian in an undisplaced oscillator basis, up to 30 quanta
top = 30
ladder = np.diag(np.sqrt(np.arange(1, top + 1)), 1)
q_one = (ladder + ladder.T) / np.sqrt(2 * M * omega)
one = np.eye(top + 1)
quanta = np.add.outer(np.arange(top + 1), np.arange(top + 1)).ravel()
keep = np.flatnonzero(quanta <= top)
q_modes = [np.kron(q_one, one)[np.ix_(keep, keep)],
           np.kron(one, q_one)[np.ix_(keep, keep)]]
H = np.kron(np.eye(3), np.diag(omega * (quanta[keep] + 1.0)))
H += sum(np.kron(C[m], q_modes[m]) for m in range(2))
vib_energy, vib_state = eigh(H, subset_by_index=[0, 8])
assert np.allclose(vib_energy[:3], omega - E_JT, atol=1e-8)
assert np.allclose(vib_energy[3:], 2 * omega - E_JT, atol=1e-8)

# Reduction of an orbital-mixing operator within the ground triplet
swap_xy = np.zeros((3, 3))
swap_xy[0, 1] = swap_xy[1, 0] = 1.0
ground = vib_state[:, :3]
swapped = np.kron(swap_xy, np.eye(len(keep))) @ ground
reduction = np.linalg.eigvalsh(ground.T @ swapped)[-1]
assert abs(reduction - np.exp(-1.5 * E_JT / omega)) < 1e-6


# Full exponential hopping and true distances, beyond linear coupling
def full_energy(q, hop):
    shift = q[0] * mode_theta + q[1] * mode_eps
    return np.linalg.eigvalsh(bond_hamiltonian(shift, hop))[1] - hop + spring(q)


full = [search(lambda q: full_energy(q, t), 0.9 * Q0 * u + 0.01) for u in unit]
for result, u in zip(full, unit):
    assert abs(result.fun - full[2].fun) < 1e-10
    assert np.linalg.norm(result.x - np.linalg.norm(result.x) * u) < 1e-4
full_gain = -full[2].fun
excess = full_gain / E_JT - 1
weak = search(lambda q: full_energy(q, t / 10), [0.09 * Q0, 0.001])
excess_weak = -weak.fun / (E_JT / 100) - 1
assert abs(excess_weak) < 0.02 and abs(excess_weak) < 0.2 * abs(excess)

at_minimum = distances(predicted_minima[2, 0] * mode_theta) - d0
print(f"hopping t = {t:.3f} hartree")
print(f"hopping decay beta = {beta:.2f} 1/bohr")
print(f"neighbour distance d0 = {d0:.2f} bohr")
print(f"force constant K = {K:.3f} hartree/bohr^2")
print(f"mode mass M = {M:.0f} electron masses")
print(f"mode quantum omega = {omega:.6f} hartree")
print(f"undistorted singlet level = {levels[0]:.4f} hartree")
print(f"undistorted triplet level = {levels[1]:.4f} hartree")
print(f"coupling V, formula = {V:.6f} hartree/bohr")
print(f"coupling V, finite difference = {C[0][2, 2]:.6f} hartree/bohr")
print(f"x-y mixing by a t2 mode = {mixing_t2:.6f} hartree/bohr")
print(f"distortion amplitude |V|/K = {Q0:.4f} bohr")
print(f"distortion amplitude |V|/K = {Q0 * bohr_angstrom:.4f} angstrom")
for name, q in zip("xyz", predicted_minima):
    print(f"minimum {name}: Q_theta, Q_eps = {q[0]:.4f}, {q[1]:.4f} bohr")
print(f"z minimum, linear change of z-sharing pairs = {-Q0/np.sqrt(3):.4f} bohr")
print(f"z minimum, linear change of other pairs = {Q0/np.sqrt(12):.4f} bohr")
print(f"z minimum, true change of z-sharing pairs = {at_minimum[0, 3]:.4f} bohr")
print(f"z minimum, true change of other pairs = {at_minimum[0, 1]:.4f} bohr")
print(f"stabilization energy E_JT = {E_JT:.6f} hartree")
print(f"stabilization energy E_JT = {E_JT * hartree_mev:.2f} meV")
print(f"lowest energy found by search = {found.fun:.6f} hartree")
print(f"orbital splitting at a minimum = {split[1] - split[0]:.6f} hartree")
print(f"lowest crossing energy = {valley.max():.6f} hartree")
print(f"barrier between wells = {barrier:.6f} hartree")
print(f"two electrons in one orbital, energy = {paired:.6f} hartree")
print(f"two electrons in two orbitals, energy = {spread:.6f} hartree")
print(f"ratio E_JT/omega = {E_JT / omega:.4f}")
print(f"vibronic ground level (threefold) = {vib_energy[0]:.6f} hartree")
print(f"next vibronic level (sixfold) = {vib_energy[3]:.6f} hartree")
print(f"reduction factor of orbital mixing = {reduction:.6f}")
print(f"stabilization with full hopping = {full_gain:.6f} hartree")
print(f"amplitude with full hopping = {np.linalg.norm(full[2].x):.4f} bohr")
print(f"excess over linear result = {100 * excess:.2f} percent")
print(f"excess with hopping t/10 = {100 * excess_weak:.2f} percent")
print("every check passed")
```

Printed output:

```
hopping t = 0.030 hartree
hopping decay beta = 0.50 1/bohr
neighbour distance d0 = 7.00 bohr
force constant K = 0.050 hartree/bohr^2
mode mass M = 50000 electron masses
mode quantum omega = 0.001000 hartree
undistorted singlet level = -0.0900 hartree
undistorted triplet level = 0.0300 hartree
coupling V, formula = -0.017321 hartree/bohr
coupling V, finite difference = -0.017321 hartree/bohr
x-y mixing by a t2 mode = -0.015000 hartree/bohr
distortion amplitude |V|/K = 0.3464 bohr
distortion amplitude |V|/K = 0.1833 angstrom
minimum x: Q_theta, Q_eps = -0.1732, 0.3000 bohr
minimum y: Q_theta, Q_eps = -0.1732, -0.3000 bohr
minimum z: Q_theta, Q_eps = 0.3464, 0.0000 bohr
z minimum, linear change of z-sharing pairs = -0.2000 bohr
z minimum, linear change of other pairs = 0.1000 bohr
z minimum, true change of z-sharing pairs = -0.2000 bohr
z minimum, true change of other pairs = 0.1063 bohr
stabilization energy E_JT = 0.003000 hartree
stabilization energy E_JT = 81.63 meV
lowest energy found by search = -0.003000 hartree
orbital splitting at a minimum = 0.009000 hartree
lowest crossing energy = -0.000750 hartree
barrier between wells = 0.002250 hartree
two electrons in one orbital, energy = -0.012000 hartree
two electrons in two orbitals, energy = -0.003000 hartree
ratio E_JT/omega = 3.0000
vibronic ground level (threefold) = -0.002000 hartree
next vibronic level (sixfold) = -0.001000 hartree
reduction factor of orbital mixing = 0.011109
stabilization with full hopping = 0.003286 hartree
amplitude with full hopping = 0.3790 bohr
excess over linear result = 9.54 percent
excess with hopping t/10 = 0.90 percent
every check passed
```
